# Closed-shell reduction of the DFT+U+J potential and its gap: verification in Python

```python
"""
Result under test: for equal spin occupation matrices n_up = n_dn = n, the
DFT+U+J energy
  E = sum_s (U-J)/2 Tr[n_s(1-n_s)] + sum_s J/2 Tr[n_s n_(-s)]
gives each spin the potential V = (U-2J)(1/2 - n) + J/2 in the correlated
subspace. U: Hubbard parameter, J: Hund parameter, both in eV.
Model: correlated orbitals a, b and a ligand orbital p (in this order),
two occupied orbitals per spin, fixed one-electron matrix h.
"""
import numpy as np

U, J = 4.0, 0.5
E_A, E_B, E_P = 0.0, 2.0, -3.0
T_AP, T_BP = -0.8, -1.2
N_OCC = 2


def energy(n_up, n_dn):
    """DFT+U+J energy from its definition, by explicit index sums."""
    total = 0.0
    size = len(n_up)
    for same, other in ((n_up, n_dn), (n_dn, n_up)):
        for i in range(size):
            total += 0.5 * (U - J) * same[i, i]
            for k in range(size):
                total -= 0.5 * (U - J) * same[i, k] * same[k, i]
                total += 0.5 * J * same[i, k] * other[k, i]
    return float(np.real(total))


def reduced_potential(n):
    return (U - 2 * J) * (0.5 * np.eye(len(n)) - n) + 0.5 * J * np.eye(len(n))


def slope(function, step=0.1):
    """Central difference; exact for a quadratic function."""
    return (function(step) - function(-step)) / (2 * step)


def curvature(function, step=0.5):
    """Coefficient of x^2; exact for a quadratic function."""
    return (function(step) + function(-step) - 2 * function(0.0)) / (2 * step**2)


def numerical_potentials(n_up, n_dn):
    """Both spin potentials (real symmetric case) from energy differences."""
    size = len(n_up)
    v_up, v_dn = np.zeros((size, size)), np.zeros((size, size))
    for i in range(size):
        for k in range(i, size):
            d = np.zeros((size, size))
            d[i, k] = d[k, i] = 1.0
            count = 1 if i == k else 2
            v_up[i, k] = v_up[k, i] = slope(
                lambda x: energy(n_up + x * d, n_dn)) / count
            v_dn[i, k] = v_dn[k, i] = slope(
                lambda x: energy(n_up, n_dn + x * d)) / count
    return v_up, v_dn


def solve_levels(h, v):
    full = h.copy()
    full[:2, :2] += v
    levels, orbitals = np.linalg.eigh(full)
    occupied = orbitals[:2, :N_OCC]
    return levels, orbitals, occupied @ occupied.T


def gap_of(levels):
    return levels[N_OCC] - levels[N_OCC - 1]


def scf_two_spins(h, split):
    """Unrestricted self-consistency with numerically derived potentials."""
    n_start = solve_levels(h, np.zeros((2, 2)))[2]
    m = split * np.array([[-1.0, 1.0], [1.0, 1.0]])
    n_up, n_dn = n_start + m, n_start - m
    for _ in range(3000):
        v_up, v_dn = numerical_potentials(n_up, n_dn)
        up, dn = solve_levels(h, v_up), solve_levels(h, v_dn)
        error = max(np.abs(up[2] - n_up).max(), np.abs(dn[2] - n_dn).max())
        n_up, n_dn = 0.5 * (n_up + up[2]), 0.5 * (n_dn + dn[2])
        if error < 1e-11:
            return up, dn
    raise RuntimeError("two-spin iteration did not converge")


def scf_restricted(h, potential):
    """One common spatial occupation matrix and a given potential formula."""
    n = solve_levels(h, np.zeros((2, 2)))[2]
    for _ in range(3000):
        result = solve_levels(h, potential(n))
        error = np.abs(result[2] - n).max()
        n = 0.5 * (n + result[2])
        if error < 1e-11:
            return result
    raise RuntimeError("restricted iteration did not converge")


# Tests on random complex Hermitian matrices
rng = np.random.default_rng(7)


def random_hermitian(size=5):
    a = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return (a + a.conj().T) / 4


def random_occupation(size=5):
    vectors = np.linalg.eigh(random_hermitian(size))[1]
    return (vectors * rng.uniform(0, 1, size)) @ vectors.conj().T


worst_slope = 0.0
for _ in range(10):
    n, n_other = random_occupation(), random_occupation()
    d = random_hermitian()
    predicted = np.trace(reduced_potential(n) @ d).real
    for numeric in (slope(lambda x: energy(n + x * d, n)),
                    slope(lambda x: energy(n, n + x * d))):
        worst_slope = max(worst_slope, abs(numeric - predicted))
    both = slope(lambda x: energy(n + x * d, n + x * d))
    assert abs(both - 2 * predicted) < 1e-10
    closed_energy = ((U - 2 * J) * np.trace(n - n @ n) + J * np.trace(n)).real
    assert abs(energy(n, n) - closed_energy) < 1e-10
    # Unequal spins: the reduced form misses J (n_other - n)
    remainder = slope(lambda x: energy(n + x * d, n_other)) - predicted
    assert abs(remainder - J * np.trace((n_other - n) @ d).real) < 1e-10
    assert abs(remainder) > 1e-6
    # Curvatures for opposite and for equal changes of the two spins
    norm = np.trace(d @ d).real
    odd = curvature(lambda x: energy(n + x * d, n - x * d)) / norm
    even = curvature(lambda x: energy(n + x * d, n + x * d)) / norm
    assert abs(odd + U) < 1e-10
    assert abs(even + (U - 2 * J)) < 1e-10
assert worst_slope < 1e-10


# Optional minority-spin term: kink, and cancellation of the uniform shift
def energy_with_minority(n_up, n_dn):
    fewer = min(np.trace(n_up).real, np.trace(n_dn).real)
    return energy(n_up, n_dn) - J * fewer


n, d = random_occupation(), random_hermitian()
per_spin = 0.5 * slope(lambda x: energy_with_minority(n + x * d, n + x * d))
unshifted = (U - 2 * J) * np.trace((0.5 * np.eye(5) - n) @ d).real
assert abs(per_spin - unshifted) < 1e-10
one = np.eye(5) / 5
x = 1e-5
base = energy_with_minority(n, n)
slope_add = (energy_with_minority(n + x * one, n) - base) / x
slope_remove = (base - energy_with_minority(n - x * one, n)) / x
# one-sided differences carry an error of order U*x
assert abs((slope_remove - slope_add) + J) < 1e-3

# Worked model
h = np.array([[E_A, 0.0, T_AP], [0.0, E_B, T_BP], [T_AP, T_BP, E_P]])
bare = solve_levels(h, np.zeros((2, 2)))
up, dn = scf_two_spins(h, split=0.03)
restricted = scf_restricted(h, reduced_potential)
no_shift = scf_restricted(
    h, lambda n: reduced_potential(n) - 0.5 * J * np.eye(2))
no_cross = scf_restricted(h, lambda n: (U - J) * (0.5 * np.eye(2) - n))

spin_difference = np.abs(up[2] - dn[2]).max()
assert spin_difference < 1e-8
assert np.abs(up[0] - restricted[0]).max() < 1e-8
assert np.abs(dn[0] - restricted[0]).max() < 1e-8
assert abs(gap_of(no_shift[0]) - gap_of(restricted[0])) > 1e-3

levels, orbitals, n_scf = restricted
v_scf = reduced_potential(n_scf)
parts = []
for index in (N_OCC - 1, N_OCC):
    psi = orbitals[:, index]
    w = psi[:2] @ psi[:2]
    nu = psi[:2] @ n_scf @ psi[:2]
    parts.append((w, nu, psi @ h @ psi,
                  (U - 2 * J) * (0.5 * w - nu), 0.5 * J * w))
homo, lumo = np.array(parts)
gap_parts = (lumo - homo)[2:]
assert abs(gap_parts.sum() - gap_of(up[0])) < 1e-8

# Uncoupled limit: frontier orbitals lie wholly in the correlated subspace
h_free = np.diag([E_A, E_B, E_P])
free_bare = gap_of(solve_levels(h_free, np.zeros((2, 2)))[0])
free_gap = gap_of(scf_two_spins(h_free, split=0.0)[0][0])
free_no_shift = gap_of(scf_restricted(
    h_free, lambda n: reduced_potential(n) - 0.5 * J * np.eye(2))[0])
assert abs(free_gap - free_bare - (U - 2 * J)) < 1e-8
assert abs(free_no_shift - free_gap) < 1e-8

print(f"U = {U:.2f} eV, J = {J:.2f} eV")
print(f"on-site energies a, b, p = {E_A:.2f}, {E_B:.2f}, {E_P:.2f} eV")
print(f"couplings a-p, b-p = {T_AP:.2f}, {T_BP:.2f} eV")
print(f"coefficient U-2J = {U - 2 * J:.2f} eV")
print(f"coefficient U-J = {U - J:.2f} eV")
print(f"subspace shift J/2 = {J / 2:.2f} eV")
v_ideal = np.diag(reduced_potential(np.diag([1.0, 0.0])))
print(f"potential on a full orbital = {v_ideal[0]:.2f} eV")
print(f"potential on an empty orbital = {v_ideal[1]:.2f} eV")
print(f"largest derivative error, random matrices = {worst_slope:.1e} eV")
print("Uncoupled model:")
print(f"  gap without correction = {free_bare:.4f} eV")
print(f"  gap with correction = {free_gap:.4f} eV")
print(f"  gap with J/2 shift dropped = {free_no_shift:.4f} eV")
print("Coupled model, self-consistent:")
print(f"  largest spin difference of n at the end = {spin_difference:.1e}")
print(f"  n_aa, n_bb, n_ab per spin = {n_scf[0, 0]:.4f}, "
      f"{n_scf[1, 1]:.4f}, {n_scf[0, 1]:.4f}")
print(f"  V_aa, V_bb, V_ab = {v_scf[0, 0]:.4f}, "
      f"{v_scf[1, 1]:.4f}, {v_scf[0, 1]:.4f} eV")
print(f"  HOMO, LUMO without correction = {bare[0][1]:.4f}, "
      f"{bare[0][2]:.4f} eV")
print(f"  HOMO, LUMO with correction = {levels[1]:.4f}, {levels[2]:.4f} eV")
print(f"  HOMO: w = {homo[0]:.4f}, nu = {homo[1]:.4f}")
print(f"  LUMO: w = {lumo[0]:.4f}, nu = {lumo[1]:.4f}")
print(f"  HOMO <h>, U-2J part, J/2 part = {homo[2]:.4f}, "
      f"{homo[3]:.4f}, {homo[4]:.4f} eV")
print(f"  LUMO <h>, U-2J part, J/2 part = {lumo[2]:.4f}, "
      f"{lumo[3]:.4f}, {lumo[4]:.4f} eV")
print(f"  gap parts: <h>, U-2J, J/2 = {gap_parts[0]:.4f}, "
      f"{gap_parts[1]:.4f}, {gap_parts[2]:.4f} eV")
print(f"  gap without correction = {gap_of(bare[0]):.4f} eV")
print(f"  gap, two-spin numerical potential = {gap_of(up[0]):.4f} eV")
print(f"  gap, reduced potential = {gap_of(levels):.4f} eV")
print(f"  gap increase = {gap_of(levels) - gap_of(bare[0]):.4f} eV")
print(f"  gap with J/2 shift dropped = {gap_of(no_shift[0]):.4f} eV")
print(f"  gap with J cross term omitted = {gap_of(no_cross[0]):.4f} eV")
print("checks complete")
```

Printed output:

```
U = 4.00 eV, J = 0.50 eV
on-site energies a, b, p = 0.00, 2.00, -3.00 eV
couplings a-p, b-p = -0.80, -1.20 eV
coefficient U-2J = 3.00 eV
coefficient U-J = 3.50 eV
subspace shift J/2 = 0.25 eV
potential on a full orbital = -1.25 eV
potential on an empty orbital = 1.75 eV
largest derivative error, random matrices = 2.2e-14 eV
Uncoupled model:
  gap without correction = 2.0000 eV
  gap with correction = 5.0000 eV
  gap with J/2 shift dropped = 5.0000 eV
Coupled model, self-consistent:
  largest spin difference of n at the end = 6.1e-11
  n_aa, n_bb, n_ab per spin = 0.9958, 0.0362, -0.0633
  V_aa, V_bb, V_ab = -1.2375, 1.6415, 0.1900 eV
  HOMO, LUMO without correction = 0.1622, 2.2876 eV
  HOMO, LUMO with correction = -1.0011, 3.8727 eV
  HOMO: w = 0.9057, nu = 0.9027
  LUMO: w = 0.9680, nu = 0.0310
  HOMO <h>, U-2J part, J/2 part = 0.1220, -1.3495, 0.2264 eV
  LUMO <h>, U-2J part, J/2 part = 2.2717, 1.3590, 0.2420 eV
  gap parts: <h>, U-2J, J/2 = 2.1497, 2.7085, 0.0156 eV
  gap without correction = 2.1254 eV
  gap, two-spin numerical potential = 4.8738 eV
  gap, reduced potential = 4.8738 eV
  gap increase = 2.7484 eV
  gap with J/2 shift dropped = 4.8500 eV
  gap with J cross term omitted = 5.2986 eV
checks complete
```
